\section*{Is the ethane barrier hyperconjugative or steric? Two reference states reconciled}

\section{One barrier, two explanations}

Turn one methyl group of ethane about the carbon--carbon axis. The energy is lowest when the CH bonds are staggered and highest when they are eclipsed. One analysis starts from orthogonal bond orbitals and finds that electrons delocalize from a CH bond of one group into a CH antibond of the other, more strongly in the staggered form. It calls the barrier hyperconjugative. Another starts from nonorthogonal methyl fragments, turns them without letting them change, and finds that most of the barrier is already there. It calls the barrier steric.

The tempting belief is that one analysis must be wrong, because the donor--acceptor energy
\begin{equation}
 E^{(2)}=-\frac{2F^2}{\text{gap}}
 \label{eq:e2}
\end{equation}
is a property of the molecule. Here $F$ is the coupling of a doubly occupied donor to a vacant acceptor, and the gap is the acceptor energy minus the donor energy. The belief has good grounds. Equation~\eqref{eq:e2} is correct second-order perturbation theory, $F$ varies sensibly with geometry, and the total energy that it helps to approximate is well defined.

What it leaves out is the starting point. For a localized reference determinant $R$, closed-shell Hartree--Fock (RHF) theory gives
\begin{equation}
 E_{\rm RHF}=E_R+D_R,
 \label{eq:split}
\end{equation}
which defines the delocalization energy $D_R$. The left side does not depend on $R$; both terms on the right do. Equation~\eqref{eq:e2} estimates a piece of $D_R$, so it inherits that dependence. The question is how large the effect is, and whether it can turn one explanation into the other.

Orbitals are real and the algebra is in atomic units. A barrier part means its eclipsed value minus its staggered value. The reference part is called steric in the broad sense: everything that is not delocalization out of $R$.

\section{Which orthogonalization matters}

Collect the occupied orbitals as columns of $C$, with basis overlap matrix $S$. The density matrix of their determinant is
\begin{equation}
 P=2C(C^{T}SC)^{-1}C^{T}.
 \label{eq:density}
\end{equation}
Orthogonalizing the occupied orbitals among themselves replaces $C$ by $CT$, with $T$ invertible. Then
\begin{align}
 P'&=2CT\,(T^{T}C^{T}SCT)^{-1}\,T^{T}C^{T}\notag\\
 &=2CT\,T^{-1}(C^{T}SC)^{-1}(T^{T})^{-1}\,T^{T}C^{T}=P .
\end{align}
The determinant and its energy are unchanged. The repulsion between overlapping filled orbitals is therefore present whether they are written in orthogonal form or not. Orthogonalization can change the partition \eqref{eq:split} only if it mixes \emph{vacant} orbitals into the occupied ones.

\section{The transfer in a two-orbital model}

Take a normalized donor $a$ and acceptor $b$, a fixed one-electron operator $f$, and two electrons. Define
\begin{gather}
 s=\langle a|b\rangle,\quad F_{ab}=\langle a|f|b\rangle,\quad
 \Delta=\varepsilon_b-\varepsilon_a>0,\notag\\
 \beta=F_{ab}-\varepsilon_a s ,
\end{gather}
where $\varepsilon_a$ and $\varepsilon_b$ are the diagonal elements of $f$. The combination $\beta$ is the part of the coupling that survives a shift of the energy zero: adding a constant $c$ to $f$ adds $cs$ to both $F_{ab}$ and $\varepsilon_a s$. Treat $s$ and $\beta$ as first-order small.

The orbital energy $E$ obeys
\begin{equation}
 (\varepsilon_a-E)(\varepsilon_b-E)=(F_{ab}-Es)^2 .
\end{equation}
Put $E=\varepsilon_a+x$. Then $F_{ab}-Es=\beta-xs$, and
\begin{equation}
 -x(\Delta-x)=(\beta-xs)^2 .
\end{equation}
Since $x$ is second order, $x^2$ and $\beta xs$ are fourth order. Hence $x=-\beta^2/\Delta$ to second order, and the two-electron energy is
\begin{equation}
 E_{\rm tot}=2\varepsilon_a-\frac{2\beta^2}{\Delta}.
 \label{eq:total}
\end{equation}

Now let the reference orbital be $\phi_t=a-t\,s\,b$, with $t$ a free number. Its norm is
\begin{equation}
 \langle\phi_t|\phi_t\rangle=1-2ts^2+t^2s^2 ,
\end{equation}
and
\begin{align}
 \langle\phi_t|f-\varepsilon_a|\phi_t\rangle
 &=-2ts(F_{ab}-\varepsilon_as)+t^2s^2(\varepsilon_b-\varepsilon_a)\notag\\
 &=-2ts\beta+t^2s^2\Delta .
\end{align}
This is already second order, so dividing by the norm changes it only in fourth order. With two electrons,
\begin{equation}
 E_R(t)=2\varepsilon_a-4ts\beta+2t^2s^2\Delta .
 \label{eq:ref}
\end{equation}
Subtracting this from \eqref{eq:total} gives
\begin{align}
 D(t)&=-\frac{2\beta^2}{\Delta}+4ts\beta-2t^2s^2\Delta\notag\\
 &=-\frac{2(\beta-ts\Delta)^2}{\Delta}.
 \label{eq:D}
\end{align}

This has the form of \eqref{eq:e2}. To first order, the acceptor orthogonal to $\phi_t$ is $\chi_t=b-(1-t)s\,a$, because $s-(1-t)s-ts=0$. Their coupling, up to third-order terms, is
\begin{align}
 \langle\phi_t|f|\chi_t\rangle
 &=F_{ab}-(1-t)s\varepsilon_a-ts\varepsilon_b\notag\\
 &=\beta-ts\Delta .
 \label{eq:coupling}
\end{align}
At $t=0$ the donor is untouched and the acceptor is made orthogonal to it. At $t=1/2$ both change equally, which is symmetric orthogonalization. In the usual bonding case $s>0$ and $\beta<0$. The two terms in \eqref{eq:coupling} then add, and the donor--acceptor energy grows in magnitude with positive $t$. The gain is a recovery of energy that was first put into the reference: the donor was given an antibonding tail on the acceptor.

Take $\varepsilon_a=-15$, $\varepsilon_b=15$ and $\beta=-1.5$~eV, with $s=0.08$. At $t=0$, \eqref{eq:D} gives $-2(1.5)^2/30=-0.150$~eV. At $t=1/2$ the coupling is $-1.5-0.5(0.08)(30)=-2.7$~eV, and the energy is $-2(2.7)^2/30=-0.486$~eV. Exact diagonalization gives $-0.148$ and $-0.486$~eV, with the same total of $-30.148$~eV.

There is also a choice with no donor--acceptor energy at this order: $t=\beta/(s\Delta)=-0.625$. The negative sign means a bonding tail, and the reference is then the delocalized orbital itself to first order. A single molecule with a single energy thus admits donor--acceptor energies of zero, $-0.15$ and $-0.49$~eV.

\section{The same choice made in ethane}

Ethane has 18 electrons in nine occupied orbitals. The threefold axis separates them into five axial, or $a$-type, orbitals and four $e$-type orbitals. The latter are two degenerate combinations of CH bonds on each methyl group, and they carry the vicinal hyperconjugation studied here. The $a$-type orbitals are left free to spread over the molecule, while each $e$-type orbital is confined to one methyl space.

For one $e$ component, make the functions orthonormal inside each methyl group. Their overlap matrix is then $G=1+g$, where $g$ connects different groups only. Let the columns of $G^{-t}$ that belong to a group span its space. At $t=0$ these are the raw, nonorthogonal methyl spaces. At $t=1/2$ they are symmetrically orthogonalized. For small $g$, $G^{-t}\simeq1-tg$, which gives a donor the same tail $-tsb$ as in the model. It also adds some of the other group's occupied orbital, which by itself leaves the determinant unchanged.

At each $t$ the reference is the determinant of lowest energy that respects the confinement. Let $u$ and $v$ be the occupied orbitals of the two groups in one $e$ component. With $v$ fixed and normalized, the part of $u$ that adds to the occupied space is $Qu$, with $Q=1-|v\rangle\langle v|$. For a given Fock operator $F$, the best $u$ minimizes
\begin{equation}
 \frac{\langle u|QFQ|u\rangle}{\langle u|Q|u\rangle}
\end{equation}
within its own space. This is a small generalized eigenvalue problem. The groups are treated in turn, and $F$ is rebuilt until nothing changes.

How fast does the reference energy move with $t$? In RHF theory a density change gives $dE=\mathrm{Tr}(F\,dP)$. Put $u$ and $v$ in the columns of $U$, and let $\sigma=U^TSU$ and $P_x=U\sigma^{-1}U^T$. Differentiating $P_x$, including its inverse overlap, gives
\begin{align}
 dP_x={}&dU\,\sigma^{-1}U^T+U\sigma^{-1}dU^T\notag\\
 &-U\sigma^{-1}(dU^TSU+U^TS\,dU)\sigma^{-1}U^T .
\end{align}
Inside the trace with the symmetric matrix $F$, each term equals its transpose partner, so
\begin{equation}
 \mathrm{Tr}(F\,dP_x)=2\,\mathrm{Tr}\!\left[dU^T(1-SP_x)FU\sigma^{-1}\right].
\end{equation}
Two electrons per orbital and two equivalent $e$ components supply a factor of four:
\begin{equation}
 \frac{dE_R}{dt}=8\,\mathrm{Tr}\!\left[\frac{dU^T}{dt}(1-SP_x)FU\sigma^{-1}\right].
 \label{eq:rate}
\end{equation}
The reference is already stationary against changes of its orbitals inside their spaces. Only the motion of the spaces counts, and at $t=0$ it is $dU/dt=-(\ln G)U$ in the intragroup orthonormal basis. The factor $1-SP_x$ removes occupied--occupied mixing, as it must.

In a minimal basis each donor has one acceptor on the other group. Then $\ln G\simeq g$, and each of the two columns contributes $-s\beta$ to the trace. The rate is $-16s\beta$, or $-4s\beta$ for each of four donor--acceptor pairs, in agreement with \eqref{eq:ref}.

\section{What the numbers say}

The geometry is rigid: CC 1.53~\AA, CH 1.09~\AA\ and HCC angle $111^\circ$. The RHF/STO-3G barrier is 0.1315~eV (12.7~kJ/mol). Its parts, in eV, are as follows.

\begin{center}
\begin{tabular}{lrrr}
$t$ & reference & delocalization & sum\\
0 & 0.103 & 0.029 & 0.132\\
1/4 & 0.024 & 0.107 & 0.132\\
1/2 & $-0.104$ & 0.235 & 0.132
\end{tabular}
\end{center}

(The sums are those of the unrounded parts.) With nonorthogonal groups, 78\% of the barrier is in the reference and 22\% in delocalization. With orthogonal groups, the reference alone would favour the eclipsed form, and delocalization supplies 179\% of the barrier. Both verdicts are correct reports about their own references. Between them, 0.207~eV leaves the reference part and enters the delocalization part. This transfer exceeds the barrier itself.

The orbital quantities show where it comes from. In the staggered form at $t=0$, $s=0.0806$, $\beta=-0.718$~eV and $\Delta=33.57$~eV. One pair has the energy $-2(0.718)^2/33.57=-0.031$~eV. At $t=1/2$ the computed coupling is $-1.787$~eV and the gap 33.32~eV, so the same pair has $-0.192$~eV, six times as much. Equation~\eqref{eq:coupling} predicts a coupling of $-2.07$~eV from the $t=0$ data. That is 16\% larger in magnitude than the computed one, more than third-order terms would suggest. The law assumes a fixed operator, whereas in ethane the tail $-tsb$ changes the density, and hence the Fock coupling, already at first order in $s$.

Equation~\eqref{eq:ref} also predicts the rise of the staggered reference between $t=0$ and $t=1/2$. Four pairs give
\begin{align}
 &4\left[2(0.0806)(0.718)+\tfrac12(0.0806)^2(33.57)\right]\notag\\
 &\quad\simeq0.463+0.436=0.90\ \text{eV}.
\end{align}
The computed rise is $0.958-0.154=0.80$~eV. In the eclipsed form, $s=0.0687$, $\beta=-0.642$~eV and $\Delta=33.50$~eV give 0.67~eV, against a computed 0.60~eV. The staggered reference is penalized more because its donor--acceptor overlap and coupling are both larger. The predicted difference, 0.23~eV, accounts for the computed transfer of 0.21~eV to about 11\% of the latter.

The initial rate offers a sharper check. The leading estimate $-16s\beta$ is 0.93~eV, and \eqref{eq:rate} gives 0.917~eV. Finite differences of separately optimized references also give 0.917~eV.

The pair energies are themselves estimates. At $t=1/2$ in the staggered form, four pairs sum to $-0.767$~eV, 80\% of the variational $D=-0.958$~eV. Second-order theory with a fixed Fock operator omits, among other things, the response of that operator to the delocalization.

\section{Why both effects follow the torsion}

The reference dependence does not make the torsional effects imaginary. The directions in which the relevant overlaps change can be traced to the hydrogen functions. In one $e$ component, the three hydrogen $s$ functions of a group enter with weights $\sqrt{2/3}\cos\theta_j$. Let $q(\cos\delta)$ be the overlap of two hydrogens on opposite groups whose azimuths differ by $\delta$. Using $\sum_j\cos\theta_j\cos(\theta_j+\delta)=\tfrac32\cos\delta$, the overlap of the two hydrogen combinations is
\begin{equation}
 T=\sum_\delta\cos\delta\;q(\cos\delta).
\end{equation}
The differences $\delta$ are $0,\pm120^\circ$ when eclipsed and $180^\circ,\pm60^\circ$ when staggered. Therefore
\begin{equation}
 T_{\rm ecl}=q(1)-q(-\tfrac12),\qquad
 T_{\rm stag}=q(\tfrac12)-q(-1).
\end{equation}
The squared distance between the hydrogens is a constant minus a positive multiple of $\cos\delta$. A Gaussian overlap is thus a rising exponential of $\cos\delta$, and so is each term for a contraction with positive coefficients, as in STO-3G. Such a $q$ is increasing and convex. Both differences span an interval of length $3/2$, but the eclipsed one lies higher, so $T_{\rm ecl}>T_{\rm stag}>0$.

The other overlaps in this component, carbon $p$ with carbon $p$ and carbon $p$ with the opposite hydrogens, do not depend on the torsion. In the occupied orbital the $p$ and hydrogen parts have the same sign; in the acceptor they have opposite signs. At fixed coefficients $T$ therefore adds to the occupied--occupied overlap and subtracts from the donor--acceptor overlap. Eclipsing raises the first and lowers the second. The minimal-basis numbers agree: from staggered to eclipsed, the frozen occupied overlap goes from 0.115 to 0.121, while $s$ falls from 0.081 to 0.069. This argument fixes the overlaps only. By \eqref{eq:D}, the donor--acceptor energy at $t=0$ depends on $\beta$ and $\Delta$ rather than on $s$; that $|\beta|$ falls along with $s$, from 0.718 to 0.642~eV, is a computed result, not a derived one.

Why does occupied overlap cost energy? Consider two filled orbitals of equal energy $\varepsilon$, overlap $S_{uv}$ and coupling $k=F_{uv}-\varepsilon S_{uv}$. For a fixed operator, the four-electron energy relative to $4\varepsilon$ is
\begin{equation}
 \frac{4(\varepsilon-S_{uv}F_{uv})}{1-S_{uv}^2}-4\varepsilon
 =-\frac{4S_{uv}k}{1-S_{uv}^2}.
\end{equation}
It is repulsive when $S_{uv}$ and $k$ have opposite signs. No vacant orbital is involved, so this cost belongs to the reference even at $t=0$.

The frozen calculation makes it visible. Carry the staggered $t=0$ orbitals rigidly into the eclipsed form. The reference energy rises by 0.103~eV, relaxation within the confinement returns about 0.0001~eV, and the change of $D$ adds 0.029~eV. To isolate the overlap of the $e$-type orbitals, compare the frozen determinant with the energy functional evaluated for the plain sum of their orbital densities. This repulsion is 1.697~eV staggered and 1.876~eV eclipsed, an increase of 0.178~eV. The fixed-operator formula above, applied to both $e$ components, gives about 1.36 and 1.49~eV: the same sign and trend, but some 20\% less. The remaining contributions to the frozen change must then total $-0.075$~eV. The overlap repulsion is itself a convention, since the summed density does not belong to a determinant. ``Steric energy'' is no more an observable than ``hyperconjugation energy''.

\section{A larger basis and the limits of the partition}

In the 6-31G basis the barrier is almost the same, 0.128~eV. The nonorthogonal partition is also similar, with 0.110~eV in the reference and 0.018~eV in delocalization. The symmetrically orthogonalized partition changes drastically: $-0.664$ and $+0.792$~eV. Its staggered delocalization energy is $-8.13$~eV, against $-0.96$~eV in STO-3G, although the barriers differ by only 0.003~eV.

The start of the path differs too. At $t=0$ the staggered reference energy \emph{falls} with $t$, at a rate of $-1.87$~eV, so the first small admixture is stabilizing. Yet by $t=1/4$ the reference has risen by 1.59~eV, and by $t=1/2$ by 7.90~eV. Subtracting the linear part leaves 2.06 and 8.83~eV. Their ratio, 4.3, is close to the factor of four expected from a quadratic term like $2t^2s^2\Delta$ in \eqref{eq:ref}. The growth is only roughly quadratic: the coefficient of $t^2$ rises from about 29~eV near $t=0$ to 33~eV at $t=1/4$ and 35~eV at $t=1/2$, and $g$ is not small in this basis, where the lowest eigenvalue of $G$ is 0.34. With several acceptors per group, that term can dominate whatever the sign of the linear one. Orthogonalization therefore need not raise the reference from the outset, and a delocalization energy of 8~eV is no small perturbation.

These numbers concern symmetric orthogonalization of group spaces. Natural bond orbitals are built by a different orthogonalization, and their energies cannot be read from this table; the argument of \eqref{eq:split} applies to them all the same. Nor is the nonorthogonal choice free of convention. If the basis functions of one group were flexible enough to describe the other group as well, confinement to them would no longer restrict anything. Electron correlation, geometry relaxation and vibrations are absent here, so the barriers are RHF values for rigid rotation. They are not converged in the basis either: the barrier is 0.126~eV in 6-31++G, 0.130~eV in 6-311G, 0.138~eV in 6-31G* and 0.149~eV in cc-pVDZ. In these four bases the delocalization share lies between 8\% and 18\% at $t=0$ and between 350\% and 710\% at $t=1/2$, where the staggered $D$ ranges from $-8.4$ to $-16.5$~eV. The reversal of the verdict with $t$ persists; the percentages do not.

A donor--acceptor energy can still be used to compare related molecules or conformations, provided the reference and the basis are stated and kept the same. What it cannot do is decide between the two explanations of ethane. For any two references, \eqref{eq:split} requires their steric parts to differ by minus the difference of their hyperconjugative parts. The barrier fixes the sum, and the RHF wave function, with every expectation value computed from it, is the same for both. The numerical output gives the values for both conformations and both basis sets.

\section*{Numbers as computed}
\begin{verbatim}
Model: e_a -15.0 eV, e_b 15.0 eV, s 0.08, beta -1.50 eV
Model t= 0.000: reference -30.0000, D exact -0.1484, D law -0.1500, sum -30.1484 eV
Model t= 0.500: reference -29.6624, D exact -0.4861, D law -0.4860, sum -30.1484 eV
Model t=-0.625: reference -30.1484, D exact -0.0000, D law -0.0000, sum -30.1484 eV
Ethane: CC 1.53 angstrom, CH 1.09 angstrom, HCC 111 degrees
sto-3g RHF barrier: 0.1315 eV = 12.69 kJ/mol
sto-3g t=0.00: D stag -0.1536, ecl -0.1250; barrier parts: reference 0.1029, D 0.0286 eV (22%)
sto-3g t=0.25: D stag -0.4692, ecl -0.3618; barrier parts: reference 0.0241, D 0.1074 eV (82%)
sto-3g t=0.50: D stag -0.9575, ecl -0.7221; barrier parts: reference -0.1039, D 0.2353 eV (179%)
sto-3g staggered dE(ref)/dt at t=0: formula 0.9173, finite difference 0.9173 eV
sto-3g frozen route: frozen 0.1030, relaxation -0.0001, D 0.0286 eV
sto-3g e-overlap repulsion: stag 1.6973, ecl 1.8755, change 0.1783 eV
sto-3g frozen occupied e overlap: stag 0.1146, ecl 0.1205
stag t=0.0: s 0.0806, coupling -0.7177, gap 33.567, -2F^2/gap -0.0307, four pairs -0.1227 eV
stag t=0.5: s -0.0000, coupling -1.7869, gap 33.321, -2F^2/gap -0.1917, four pairs -0.7666 eV
stag coupling at t=0.5 predicted from t=0: -2.0711 eV
stag t=0.5 second-order sum / variational D: 0.801
ecl t=0.0: s 0.0687, coupling -0.6420, gap 33.503, -2F^2/gap -0.0246, four pairs -0.0984 eV
ecl t=0.5: s 0.0000, coupling -1.5399, gap 33.388, -2F^2/gap -0.1421, four pairs -0.5682 eV
ecl coupling at t=0.5 predicted from t=0: -1.7921 eV
ecl t=0.5 second-order sum / variational D: 0.787
6-31g RHF barrier: 0.1282 eV = 12.37 kJ/mol
6-31g t=0.00: D stag -0.2360, ecl -0.2179; barrier parts: reference 0.1101, D 0.0181 eV (14%)
6-31g t=0.25: D stag -1.8245, ecl -1.5305; barrier parts: reference -0.1658, D 0.2940 eV (229%)
6-31g t=0.50: D stag -8.1311, ecl -7.3387; barrier parts: reference -0.6642, D 0.7924 eV (618%)
6-31g staggered dE(ref)/dt at t=0: formula -1.8745, finite difference -1.8725 eV
6-31g frozen route: frozen 0.1108, relaxation -0.0007, D 0.0181 eV
6-31g e-overlap repulsion: stag 2.3233, ecl 2.5341, change 0.2108 eV
6-31g frozen occupied e overlap: stag 0.1489, ecl 0.1552
\end{verbatim}
